# Cancellation of Breit–Pauli divergences at order α⁴ for the hydrogen 1s level, part 1

(Sections cited here and not found follow in the second part.)

## First half: the effective operators and the first-order term

An electron in the 1s state of hydrogen moves with a speed of order \(Z\alpha c\), so its energy should follow from the Schrödinger value by corrections in powers of \(\alpha^2\). The first correction is the expectation value of the Breit–Pauli operator, and it is finite. The next correction has two parts: the Breit–Pauli operator in second order, and a new set of operators in first order. For a point nucleus neither part exists. The Breit–Pauli operator contains \(p^4\) and \(\delta^3(\mathbf r)\), whose second-order sum diverges at high momentum, and the new operators behave like \(r^{-4}\) and \(r^{-3}\), which are not integrable against a density that is finite at the nucleus. The Dirac energy of the same state has a finite coefficient at this order. The statement that the divergences cancel has a meaning once both parts are made finite by one and the same regulator, and the theorem below is stated in that form.

### Assumptions and theorem

Atomic units are used in the algebra, \(c=1/\alpha\), and \(t=\alpha^2\). The nucleus is fixed and spinless, so recoil, hyperfine and radiative terms are absent. With the rest energy subtracted, \(\Pi=\boldsymbol\sigma\cdot\mathbf p\) and \(\Pi^2=p^2\), the Dirac equation for the large and small components is
\[ V\psi_L+c\Pi\psi_S=\mathcal E\psi_L,\qquad c\Pi\psi_L+(V-2c^2)\psi_S=\mathcal E\psi_S. \tag{1}\]

The regulator smears the nuclear charge into \(\rho(r)=\epsilon^{-3}\rho_1(r/\epsilon)\). Here \(\rho_1\ge0\) is spherical, smooth with bounded derivatives, and of unit integral, and the enclosed charge \(q_1(x)=4\pi\int_0^x\rho_1y^2dy\) obeys \(1-q_1(x)\le C x^{-2}\). Then \(V=-Z\int\rho(r')|\mathbf r-\mathbf r'|^{-1}d^3r'\) is bounded and smooth, and \(V'=Zq_1(r/\epsilon)/r^2\) by Gauss's law. The expansion in \(t\) is made at fixed \(\epsilon\), and \(\epsilon\to0\) is taken afterwards in each coefficient.

Let \(H_0=p^2/2+V\) have the real, normalized ground state \(\phi(r)\) with energy \(E\), and let \(\langle A\rangle=\langle\phi|A|\phi\rangle\). Define
\[ U=E-V,\quad W=\nabla^2V=4\pi Z\rho,\quad G=(\nabla V)^2,\quad T=\int U^2(\nabla\phi)^2d^3r, \]
\[ \chi=-\tfrac12U^2\phi-\tfrac14\nabla V\cdot\nabla\phi,\qquad J=\iint\frac{\rho(r)\rho(r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r', \]
\(Q=1-|\phi\rangle\langle\phi|\), and the reduced resolvent \(R'=Q(E-H_0)^{-1}Q\). By scaling, \(J\propto1/\epsilon\).

**Theorem.** The lowest electronic s-wave Dirac level, the one that tends to \(E\) as \(t\to0\), is \(\mathcal E=E+tE_4+t^2E_6+\dots\), with \(E_4=\langle H_4\rangle\) and \(E_6=\langle H_6\rangle+\langle H_4R'H_4\rangle\), where \(H_4\) is the one-electron Breit–Pauli operator and \(H_6\) is given in Lemma 2. (a) At every \(\epsilon>0\),
\[ E_6=\tfrac18T-\tfrac12E_4\langle U\rangle+\langle\chi|R'|\chi\rangle . \]
(b) As \(\epsilon\to0\), \(\langle H_6\rangle=\tfrac18Z^5J-\tfrac14Z^6\ln Z\epsilon+O(1)\), and \(\langle H_4R'H_4\rangle\) has the opposite divergent terms. (c) \(E_6\to-Z^6/16\), which is the \(\alpha^4\) coefficient of the Dirac energy of a point nucleus.

The indices 4 and 6 give the power of \(\alpha\) in units of \(mc^2\); in hartree the powers are \(\alpha^2\) and \(\alpha^4\).

### The radial Dirac equation

**Lemma 1.** For \(\psi_L=g(r)\xi\) with a constant spinor \(\xi\), equation (1) is equivalent to
\[ g'=[2+t(\mathcal E-V)]\,q,\qquad (r^2q)'=-(\mathcal E-V)\,g\,r^2. \tag{2}\]
For \(V=-Z/r\) and \(Z\alpha<1\) the nodeless solution has \(\mathcal E=-Z^2/2-tZ^4/8-t^2Z^6/16-\dots\). For bounded \(V\) the level that tends to \(E\) is analytic in \(t\) near \(t=0\).

*Proof.* The second equation of (1) gives \(\psi_S=c\Pi\psi_L/(2c^2+\mathcal E-V)=\alpha\Pi\psi_L/[2+t(\mathcal E-V)]\). Since \(\Pi g\xi=-ig'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\xi\), we have \(\psi_S=-i\alpha q\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\xi\) with \(q\) defined by the first equation of (2). The product rule, with \(\boldsymbol\sigma\cdot\nabla(\boldsymbol\sigma\cdot\mathbf r)=3\) and \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\), gives \(\boldsymbol\sigma\cdot\nabla[(q/r)\boldsymbol\sigma\cdot\mathbf r]=r(q/r)'+3q/r=q'+2q/r\). Hence \(c\Pi\psi_S=(-i)^2(q'+2q/r)\xi\), and the first equation of (1) becomes \(q'+2q/r=-(\mathcal E-V)g\), which is the second of (2).

For the point nucleus try \(g=r^{\gamma-1}e^{-Zr}\), \(q=ag\). The first equation reads \((\gamma-1)/r-Z=a(2+t\mathcal E)+atZ/r\), and the second reads \(a[(\gamma+1)/r-Z]=-\mathcal E-Z/r\). The \(1/r\) terms give \(atZ=\gamma-1\) and \(a(\gamma+1)=-Z\); eliminating \(a\) gives \(\gamma^2=1-tZ^2\), with the positive root, which tends to the Schrödinger value \(\gamma=1\) as \(t\to0\) (the negative root gives \(g^2r^2\propto r^{2\gamma}\), not integrable at the origin for \(Z\alpha\le\sqrt3/2\)). The constant term of the second equation gives \(\mathcal E=aZ=(\gamma-1)/t\). The constant term of the first then demands \(a(1+\gamma)=-Z\), which holds. With \(\sqrt{1-x}=1-x/2-x^2/8-x^3/16-5x^4/128-\dots\) and \(x=tZ^2\),
\[ \mathcal E=-\tfrac12Z^2-\tfrac18tZ^4-\tfrac1{16}t^2Z^6-\tfrac5{128}t^3Z^8-\dots \tag{3}\]

For bounded \(V\), eliminating \(q\) shows that \(g\) is a stationary point of the form \(\int\{(\nabla g)^2/[2+t(\mathcal E-V)]+Vg^2\}d^3r\) at fixed norm, with eigenvalue \(\mathcal E\). Treat \(t\) and \(\mathcal E\) in the denominator as parameters. Near \((0,E)\) the kinetic factor is analytic in both, uniformly in \(r\), and differs little from \(1/2\). The isolated simple eigenvalue \(\lambda(t,\mathcal E)\) is then analytic, by analytic perturbation theory of forms. Because \(\partial\lambda/\partial\mathcal E=0\) at \(t=0\), the implicit function theorem solves \(\mathcal E=\lambda(t,\mathcal E)\) analytically in \(t\). ∎

*Remark.* The geometric series of the kinetic factor converges at the origin while \(t|\mathcal E-V(0)|<2\). Since \(|V(0)|\propto Z/\epsilon\), this range of \(t\) shrinks to zero with \(\epsilon\), which is the reason for the stated order of limits. The condition concerns the factor and is not claimed to be the radius of convergence of \(\mathcal E(t)\).

### Decoupling

**Lemma 2.** As formal series in \(\alpha\), equation (1) for the electronic levels is equivalent to the eigenproblem of the Hermitian \(H=H_0+tH_4+t^2H_6+\dots\), where \(D=[\Pi,[V,\Pi]]\) and
\[ H_4=-\tfrac18p^4+\tfrac18D,\qquad H_6=\tfrac1{16}p^6-\tfrac3{64}\{p^2,D\}+\tfrac1{128}[p^2,[p^2,V]]. \tag{4}\]

*Proof.* Put \(\psi_S=X\psi_L\). The first equation of (1) becomes \(h\psi_L=\mathcal E\psi_L\) with \(h=V+c\Pi X\). The second holds for every such \(\psi_L\) if \(c\Pi+(V-2c^2)X=Xh\). Dividing by \(2c^2\),
\[ X=\tfrac\alpha2\Pi+\tfrac{\alpha^2}2[V,X]-\tfrac\alpha2X\Pi X . \]
Insert \(X=\alpha X_1+\alpha^3X_3+\alpha^5X_5+\dots\). Order \(\alpha\) gives \(X_1=\Pi/2\). Order \(\alpha^3\) gives \(X_3=\tfrac12[V,X_1]-\tfrac12X_1\Pi X_1=\tfrac14[V,\Pi]-\tfrac18\Pi^3\). Order \(\alpha^5\) gives \(X_5=\tfrac12[V,X_3]-\tfrac12(X_1\Pi X_3+X_3\Pi X_1)=\tfrac12[V,X_3]-\tfrac14\{p^2,X_3\}\). The commutator \([V,\Pi]=i\boldsymbol\sigma\cdot\nabla V\) is a multiplication operator and commutes with \(V\), so \([V,X_3]=-\tfrac18[V,\Pi^3]\), and
\[ X_5=-\tfrac1{16}[V,\Pi^3]-\tfrac1{16}\{p^2,[V,\Pi]\}+\tfrac1{16}\Pi^5 . \]
Write \((a,b)=\Pi^aV\Pi^b\). Then \(h=H_0+th_1+t^2h_2\) with \(h_1=\Pi X_3\), \(h_2=\Pi X_5\). Here \(\Pi[V,\Pi^3]=(1,3)-(4,0)\) and \(\Pi\{p^2,[V,\Pi]\}=(3,1)-(4,0)+(1,3)-(2,2)\), so
\[ h_1=\tfrac14[(1,1)-(2,0)]-\tfrac18p^4,\qquad h_2=\tfrac1{16}p^6+\tfrac1{16}[2(4,0)-2(1,3)-(3,1)+(2,2)]. \]

The operator \(h\) is not Hermitian, because the norm of the four-spinor is \(\langle\psi_L|S|\psi_L\rangle\) with \(S=1+X^\dagger X\). Let \(H_D\) be the operator of (1) and \(Y\) the column \((1,X)^T\). The equation for \(X\) says \(H_DY=Yh\), so \(Sh=Y^\dagger H_DY\) is Hermitian, and so is \(H=S^{1/2}hS^{-1/2}=S^{-1/2}(Sh)S^{-1/2}\), which has the eigenvalues of \(h\).

Since \([V,\Pi]^\dagger=-[V,\Pi]\), the \(t^2\) term of \(S\) is \(X_1X_3+X_3^\dagger X_1=\tfrac18(\Pi[V,\Pi]-[V,\Pi]\Pi)-\tfrac18p^4=\tfrac18D-\tfrac18p^4\), and the \(t\) term is \(p^2/4\). Set \(S^{1/2}=e^L\). From \(\ln(1+y)=y-y^2/2+\dots\), \(L=tl_1+t^2l_2\) with
\[ l_1=\tfrac18p^2,\qquad l_2=\tfrac1{16}D-\tfrac1{16}p^4-\tfrac1{64}p^4=\tfrac1{16}D-\tfrac5{64}p^4 . \]
The expansion \(e^Lhe^{-L}=h+[L,h]+\tfrac12[L,[L,h]]+\dots\) gives \(H_4=h_1+[l_1,H_0]\) and \(H_6=h_2+[l_1,h_1]+[l_2,H_0]+\tfrac12[l_1,[l_1,H_0]]\). Writing out the double commutator, \(D=2(1,1)-(2,0)-(0,2)\). With \([l_1,H_0]=\tfrac18[(2,0)-(0,2)]\),
\[ H_4=\tfrac14(1,1)-\tfrac18(2,0)-\tfrac18(0,2)-\tfrac18p^4=\tfrac18D-\tfrac18p^4 . \]
The three commutators in \(H_6\) are
\[ [l_1,h_1]=\tfrac1{32}[(3,1)-(1,3)-(4,0)+(2,2)], \]
\[ [l_2,H_0]=\tfrac1{32}[D,p^2]+\tfrac1{16}[D,V]-\tfrac5{64}[(4,0)-(0,4)], \]
\[ \tfrac12[l_1,[l_1,V]]=\tfrac1{128}[(4,0)-2(2,2)+(0,4)] . \]
In \([D,p^2]=2(1,3)-(2,2)-(0,4)-2(3,1)+(4,0)+(2,2)\) the \((2,2)\) terms cancel, and \([D,V]=0\) by Lemma 3. Collect the coefficients in units of \(1/128\), in the order \(h_2\), \([l_1,h_1]\), \([D,p^2]\), \(p^4\) part of \(l_2\), double commutator. For \((4,0)\): \(16-4+4-10+1=7\). For \((0,4)\): \(0+0-4+10+1=7\). For \((1,3)\): \(-16-4+8=-12\). For \((3,1)\): \(-8+4-8=-12\). For \((2,2)\): \(8+4+0+0-2=10\). Thus
\[ H_6=\tfrac1{16}p^6+\tfrac1{128}\{7(4,0)+7(0,4)-12(1,3)-12(3,1)+10(2,2)\}. \]
Now \(\{p^2,D\}=2(3,1)+2(1,3)-(4,0)-(0,4)-2(2,2)\). Subtracting \(-6\{p^2,D\}\) from the braces leaves \((4,0)+(0,4)-2(2,2)=[p^2,[p^2,V]]\), and \(6/128=3/64\). ∎

For constant \(V\) the terms \(p^2/2-tp^4/8+t^2p^6/16\) are the expansion of the free energy \(c^2(\sqrt{1+tp^2}-1)\).

**Lemma 3.** \(D=W+2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\), \([D,V]=0\), and \(Df(r)\xi=Wf(r)\xi\) for central \(V\).

*Proof.* \(D=i[\Pi,\boldsymbol\sigma\cdot\nabla V]\). The rule \(\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l\) gives \(\Pi\,\boldsymbol\sigma\cdot\nabla V=\mathbf p\cdot\nabla V+i\boldsymbol\sigma\cdot(\mathbf p\times\nabla V)\) and \(\boldsymbol\sigma\cdot\nabla V\,\Pi=\nabla V\cdot\mathbf p+i\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). The scalar parts differ by \(-iW\). The curl of a gradient vanishes, so \(\mathbf p\times\nabla V=-\nabla V\times\mathbf p\) as operators, and the vector parts differ by \(-2i\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). Multiplying by \(i\) gives \(D\). Next, \([D,V]=2\boldsymbol\sigma\cdot(\nabla V\times(-i\nabla V))=0\). Finally \(\nabla V\) and \(\nabla f\) are both radial, so their cross product vanishes. ∎

Thus \(H_4=-\tfrac18p^4+\tfrac18\nabla^2V+\tfrac14\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\): the mass-velocity, Darwin and spin–orbit terms of the Breit–Pauli operator. It maps s waves to s waves, and on them it acts as \(-p^4/8+W/8\). The spinor \(\xi\) is dropped from here on.

*Remark.* The form of \(H_6\) is fixed up to a unitary transformation. From \([p^2,V]=-W-2\nabla V\cdot\nabla\) follows \([V,[p^2,V]]=2G\), so \(\tfrac1{16}[H_0,[p^2,V]]=\tfrac1{32}[p^2,[p^2,V]]+\tfrac18G\). Adding this commutator, whose expectation value in an eigenstate of \(H_0\) is zero, turns the last term of (4) into \(\tfrac18G+\tfrac5{128}[p^2,[p^2,V]]\), a form in which the squared electric field appears openly. Both forms give the same \(\langle H_6\rangle\) at \(\epsilon>0\).

### The energy coefficients

**Lemma 4.** \(E_4=\langle H_4\rangle\) and \(E_6=\langle H_6\rangle+\langle H_4R'H_4\rangle\) are the Taylor coefficients of the Dirac level of Lemma 1.

*Proof.* Let the eigenfunction of \(H\) be \(\phi+t\phi_1+t^2\phi_2+\dots\) with \(\langle\phi|\phi_k\rangle=0\). Order \(t\) reads \((E-H_0)\phi_1=(H_4-E_4)\phi\). Projection on \(\phi\) gives \(E_4=\langle H_4\rangle\), and the solution is \(\phi_1=R'H_4\phi\). Order \(t^2\) reads \((E-H_0)\phi_2=(H_4-E_4)\phi_1+(H_6-E_6)\phi\), and projection on \(\phi\) gives \(E_6\). For smooth \(V\) every \(\phi_k\) is smooth and decays, so \(S^{-1/2}\) and \(X\), applied order by order, produce well-defined functions that solve (1) as a formal series. All operators commute with total angular momentum and parity, so \(\psi_L\) stays an s wave and the series solves (2). In (2), order \(k\) fixes \(q_k\) algebraically and leaves an equation \((H_0-E)g_k=\mathcal E_k\phi+\)(lower orders), whose projection on \(\phi\) fixes \(\mathcal E_k\); the freedom to add multiples of \(\phi\) to \(g_k\) rescales the whole series and leaves the energies unchanged. The formal energy series is therefore unique, and the analytic level of Lemma 1 supplies it. ∎

### The first-order term

**Lemma 5.** \(\langle H_6\rangle=\tfrac1{32}\langle G\rangle+\tfrac18\langle U^3\rangle+\tfrac3{16}T\).

*Proof.* Three identities are used. The Schrödinger equation gives (i) \(p^2\phi=2U\phi\). For a smooth function \(f\), the expansion \([f,[p^2,f]]=2fp^2f-\{f^2,p^2\}\) together with \([f,[p^2,f]]=2(\nabla f)^2\), found as for \(V\) above, gives (ii) \(fp^2f=\tfrac12\{f^2,p^2\}+(\nabla f)^2\). The product rule and (i) give (iii) \(\nabla^2\phi^2=-4U\phi^2+2(\nabla\phi)^2\). All integrations by parts are free of surface terms, since \(V\) is smooth and \(\phi\) decays exponentially.

The kinetic term: by (i), \(\langle p^6\rangle=\langle p^2\phi|p^2|p^2\phi\rangle=4\langle Up^2U\rangle\). By (ii) with \(f=U\), \(\nabla U=-\nabla V\), and (i) again,
\[ \langle Up^2U\rangle=2\langle U^3\rangle+\langle G\rangle,\qquad \langle p^6\rangle=8\langle U^3\rangle+4\langle G\rangle. \tag{5}\]

The anticommutator: by Lemma 3 and (i), \(\langle\{p^2,D\}\rangle=2\langle p^2\phi|W\phi\rangle=4\langle UW\rangle\). Since \(\nabla^2U=-W\), \(\nabla^2U^2=-2UW+2G\), so \(\langle UW\rangle=\langle G\rangle-\tfrac12\langle\nabla^2U^2\rangle\). Two integrations by parts and (iii) give
\[ \langle\nabla^2U^2\rangle=\int U^2\nabla^2\phi^2\,d^3r=-4\langle U^3\rangle+2T, \tag{6}\]
and therefore \(\langle UW\rangle=\langle G\rangle+2\langle U^3\rangle-T\).

The double commutator: write the outer \(p^2\) as \(2H_0-2V\). The commutator with \(H_0\) has zero expectation value, which leaves \(\langle[p^2,[p^2,V]]\rangle=-2\langle[V,[p^2,V]]\rangle=-4\langle G\rangle\).

Inserting the three results into (4),
\[ \langle H_6\rangle=\tfrac12\langle U^3\rangle+\tfrac14\langle G\rangle-\tfrac3{16}\big(\langle G\rangle+2\langle U^3\rangle-T\big)-\tfrac1{32}\langle G\rangle . \]
The coefficient of \(\langle G\rangle\) is \((8-6-1)/32=1/32\), that of \(\langle U^3\rangle\) is \(\tfrac12-\tfrac38=\tfrac18\), and that of \(T\) is \(3/16\). ∎

For \(V=-Z/r\) the integrands of the three terms, with the volume factor \(r^2\), behave at the origin as \(r^{-2}\), \(r^{-1}\) and \(r^0\). The products of distributions that \(p^6\) and \(UW\) would contain for a point nucleus have been reduced to two ordinary divergent integrals, \(\langle G\rangle\) and \(\langle U^3\rangle\), and one convergent integral.

## Second half: the cancellation, the limit and the numbers

This half takes over the following. Units are atomic, \(t=\alpha^2\), and \(V\) is the potential of a charge \(Z\) smeared over a length \(\epsilon\), with \(V'=Zq_1(r/\epsilon)/r^2\), \(0\le q_1\le1\), \(1-q_1(x)\le Cx^{-2}\), and self-repulsion \(J\propto1/\epsilon\) of the unit density \(\rho\). The ground state obeys \(H_0\phi=E\phi\), so \(p^2\phi=2U\phi\) with \(U=E-V\). Further \(W=\nabla^2V\), \(G=(\nabla V)^2\), \(T=\int U^2(\nabla\phi)^2d^3r\), \(\chi=-\tfrac12U^2\phi-\tfrac14\nabla V\cdot\nabla\phi\), \(Q=1-|\phi\rangle\langle\phi|\), \(R'=Q(E-H_0)^{-1}Q\). The Dirac level is \(E+tE_4+t^2E_6+\dots\) with \(E_6=\langle H_6\rangle+\langle H_4R'H_4\rangle\). On s waves \(H_4=-p^4/8+W/8\). Lemma 5 gave \(\langle H_6\rangle=\tfrac1{32}\langle G\rangle+\tfrac18\langle U^3\rangle+\tfrac3{16}T\), with (5) \(\langle Up^2U\rangle=2\langle U^3\rangle+\langle G\rangle\) and (6) \(\int U^2\nabla^2\phi^2d^3r=-4\langle U^3\rangle+2T\).

This part has derived the effective operators \(H_4\) and \(H_6\) and reduced the first-order term \(\langle H_6\rangle\) to three integrals, two of which diverge for a point nucleus. It remains to evaluate the second-order term, prove that the divergences cancel, take the limit \(\epsilon\to0\), and check the result numerically.
